\section*{Polarizability of a molecule from the dielectric constant of a cubic box}

\section{Problem}

A molecule without a permanent dipole is placed in a cubic box of edge $L$ and volume $\Omega=L^3$, and the box is repeated periodically. Density functional perturbation theory with clamped ions then returns a dielectric constant $\epsilon$, although the wanted quantity is the polarizability $\alpha$ of one isolated molecule.

Hartree atomic units are used. The macroscopic field $E$ is the cell average of the total electric field. If $p$ is the induced dipole per cell, the polarization is $P=p/\Omega$ and
\begin{equation}
\epsilon = 1+\frac{4\pi P}{E}=1+\frac{4\pi}{\Omega}\,\frac{p}{E}.
\label{eq:eps}
\end{equation}
The field lies along a principal axis of the polarizability, and $p$ is taken as parallel to $E$. This is exact for the model below, whose axes are those of the box; for a molecule tilted against the box, the images can add a small perpendicular part.

For a model molecule in a box with $L=12$ bohr, the calculation gives $\epsilon=1.048822$ for a field along $z$ (the last digit is uncertain by one unit because the orbital basis is finite).
\begin{enumerate}
\item What is $\alpha$ along $z$?
\item How does the error of $(\epsilon-1)\Omega/(4\pi)$, taken as the polarizability, depend on $L$?
\item How large must the box be for that error to be 1\,\%?
\end{enumerate}

The model has two electrons in the lowest orbital of a fixed harmonic effective potential, with frequencies $0.5$, $0.5$ and $0.4$ hartree along $x$, $y$ and $z$. The Hartree potential of the induced density is treated self-consistently; induced exchange and correlation are left out (the random-phase approximation). Hopping between cells is neglected. In the 12 bohr box, neighbouring orbitals along $z$ overlap by only $6\times10^{-7}$.

\section{A tempting solution}

The molecules do not overlap, so each cell seems to hold one independent molecule with $p=\alpha E$. Equation~\eqref{eq:eps} then gives
\begin{equation}
\alpha_{\text{naive}}=\frac{(\epsilon-1)\,\Omega}{4\pi}
=\frac{0.048822\times 1728}{4\pi}=6.714\ \text{bohr}^3 .
\label{eq:naive}
\end{equation}
Since the electrons of different cells do not touch, one might expect this value to be converged.

\section{Where it fails}

Comparing \eqref{eq:naive} with \eqref{eq:eps} shows that $\alpha_{\text{naive}}=p/E$ holds as an identity. The fault is the step $p=\alpha E$. The polarizability is defined by the field that acts on the molecule from outside. In the periodic array this is $E$ plus the field of all the image dipoles, and that field does not need overlap to reach the molecule.

The molecule's own induced field must not be added as well, because the self-consistent $\alpha$ already contains it. Its effect is large: without the induced Hartree potential the isolated model molecule would have $\alpha=12.5$ bohr$^3$ along $z$, and with it $\alpha=6.602$ bohr$^3$.

\section{The field of the images}

Represent each induced dipole by a narrow Gaussian cloud,
\begin{equation}
\rho(\mathbf r)=-\mathbf p\cdot\nabla g(\mathbf r),\qquad
g(\mathbf r)=\frac{e^{-r^2/2\sigma^2}}{(2\pi\sigma^2)^{3/2}},\qquad \sigma\ll L .
\end{equation}
With $\hat f(\mathbf G)=\int f(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r$, a gradient becomes a factor $i\mathbf G$. Poisson's equation and $\mathbf E=-\nabla\phi$ therefore give
\begin{align}
\hat\rho&=-i(\mathbf G\cdot\mathbf p)\,\hat g, \qquad \hat g=e^{-G^2\sigma^2/2},\\
\hat\phi&=\frac{4\pi\hat\rho}{G^2},\\
\hat{\mathbf E}&=-i\mathbf G\,\hat\phi=-4\pi\,\frac{\mathbf G(\mathbf G\cdot\mathbf p)}{G^2}\,\hat g .
\end{align}

For the periodic array, the field at the centre of one dipole is $1/\Omega$ times the sum over reciprocal lattice vectors. The term $\mathbf G=0$ is absent: it would be the cell average of the induced field, and the average of the total field has already been named $E$. Hence
\begin{equation}
\mathbf E_{\text{array}}=-\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}
\frac{\mathbf G(\mathbf G\cdot\mathbf p)}{G^2}\,\hat g(\mathbf G).
\end{equation}
In a cubic lattice, changing the sign of one component of $\mathbf G$ gives another lattice vector of equal length, so the products $G_iG_j$ with $i\neq j$ cancel. Interchanging components shows that $G_x^2$, $G_y^2$ and $G_z^2$ contribute equally, so each ratio $G_i^2/G^2$ can be replaced by $1/3$:
\begin{equation}
\mathbf E_{\text{array}}=-\frac{4\pi\mathbf p}{3\Omega}\sum_{\mathbf G\neq0}\hat g(\mathbf G)
=-\frac{4\pi\mathbf p}{3\Omega}\Big[\sum_{\mathbf G}\hat g(\mathbf G)-1\Big],
\label{eq:array}
\end{equation}
because $\hat g(0)=1$. The periodic function $\sum_{\mathbf R}g(\mathbf r-\mathbf R)$ has the Fourier coefficients $\hat g(\mathbf G)/\Omega$. At $\mathbf r=0$ this means
\begin{equation}
\frac1\Omega\sum_{\mathbf G}\hat g(\mathbf G)=\sum_{\mathbf R}g(\mathbf R)\simeq g(0),
\end{equation}
since the Gaussians of the other cells are negligible there. Thus
\begin{equation}
\mathbf E_{\text{array}}=-\frac{4\pi}{3}\,\mathbf p\,g(0)+\frac{4\pi\mathbf p}{3\Omega}.
\end{equation}

A single isolated dipole has an integral in place of the sum, and the average over directions again gives $1/3$:
\begin{equation}
\mathbf E_{\text{own}}=-4\pi\int\!\frac{d^3G}{(2\pi)^3}\,
\frac{\mathbf G(\mathbf G\cdot\mathbf p)}{G^2}\,\hat g
=-\frac{4\pi}{3}\,\mathbf p\,g(0).
\end{equation}
The difference is the field of the images,
\begin{equation}
\mathbf E_{\text{images}}=\mathbf E_{\text{array}}-\mathbf E_{\text{own}}
=+\frac{4\pi\mathbf p}{3\Omega}.
\label{eq:image}
\end{equation}
The width $\sigma$ has dropped out. This value belongs to the separation made above, in which the cell average of the total field is $E$ and the array field has zero average. A direct sum over the image dipoles depends on the shape of the summed region: in the cubic lattice a sphere gives zero, whereas a long needle along $\mathbf p$, whose distant ends add no field, gives \eqref{eq:image}. The image field points along $\mathbf p$ and so strengthens the polarization.

The factor $1/3$ belongs to the cubic cell. For a tetragonal cell with $c/a=1.5$ and dipoles along $c$, the numerical sum gives $-0.075$ in place of $1/3$; there the image field opposes the dipole.

\section{The right solution}

The molecule responds to $E+E_{\text{images}}$. With the abbreviation
\begin{equation}
x=\frac{4\pi\alpha}{3\Omega},
\end{equation}
the dipole obeys
\begin{align}
p&=\alpha\Big(E+\frac{4\pi p}{3\Omega}\Big)=\alpha E+x\,p,
\label{eq:self}\\
\frac pE&=\frac{\alpha}{1-x}.
\label{eq:pe}
\end{align}
Here $x<1$, which holds by a wide margin for separated molecules such as this one. Inserting \eqref{eq:pe} in \eqref{eq:eps} and using $4\pi\alpha/\Omega=3x$ gives
\begin{equation}
\epsilon-1=\frac{3x}{1-x},\qquad
\epsilon+2=\frac{3x}{1-x}+3=\frac{3}{1-x}.
\end{equation}
The quotient of the two is $x$, so that
\begin{equation}
\boxed{\;\alpha=\frac{3\Omega}{4\pi}\,\frac{\epsilon-1}{\epsilon+2}\;}
\label{eq:cm}
\end{equation}
This is the Clausius--Mossotti relation. For the given box,
\begin{equation}
\alpha=\frac{3\times1728}{4\pi}\times\frac{0.048822}{3.048822}
=412.53\times0.016013=6.606\ \text{bohr}^3 .
\end{equation}
The isolated molecule, computed separately without periodic images, has $\alpha=6.602$ bohr$^3$ ($0.978$ \AA$^3$). Relative to this value, the naive result is 1.69\,\% too large and the Clausius--Mossotti result 0.06\,\% too large.

\section{The error as a function of box size}

Since $\alpha_{\text{naive}}=p/E$, equation \eqref{eq:pe} gives the relative error
\begin{equation}
\frac{\alpha_{\text{naive}}}{\alpha}-1=\frac{1}{1-x}-1=\frac{x}{1-x}
=\frac{\epsilon-1}{3}.
\label{eq:err}
\end{equation}
For small $x$ it becomes
\begin{equation}
\frac{\alpha_{\text{naive}}}{\alpha}-1\simeq x=\frac{4\pi\alpha}{3L^3}.
\end{equation}
Doubling the edge reduces the error about eightfold. The form $(\epsilon-1)/3$ can be read off from a single calculation, without knowing $\alpha$. Table~\ref{tab:z} compares it with the actual errors along $z$, all relative to the isolated molecule.

\begin{table}[h]
\centering
\begin{tabular}{ccccc}
$L$ (bohr) & $\epsilon$ & naive error & $(\epsilon-1)/3$ & error of \eqref{eq:cm}\\
\hline
12 & 1.04882 & 1.686\,\% & 1.627\,\% & 0.057\,\%\\
15 & 1.02479 & 0.845\,\% & 0.826\,\% & 0.019\,\%\\
20 & 1.01041 & 0.351\,\% & 0.347\,\% & 0.004\,\%\\
30 & 1.00308 & 0.103\,\% & 0.103\,\% & 0.001\,\%
\end{tabular}
\caption{Field along $z$.}
\label{tab:z}
\end{table}

Along $x$ the isolated polarizability is $4.811$ bohr$^3$. In the 12 bohr box the naive error is 1.16\,\%, and equation \eqref{eq:cm} leaves $-0.02$\,\%. The smaller polarizability goes with the smaller naive error, as $x\propto\alpha$ requires.

For a tolerated relative error $\delta$, set $x/(1-x)=\delta$. Then $x=\delta(1-x)$, so $x=\delta/(1+\delta)$, and the definition of $x$ gives
\begin{equation}
L^3=\frac{4\pi\alpha}{3x}=\frac{4\pi\alpha\,(1+\delta)}{3\delta}.
\end{equation}
For $\delta=0.01$ along $z$,
\begin{equation}
L^3=\frac{4\pi\times6.602\times1.01}{0.03}\simeq2793\ \text{bohr}^3,\qquad
L\simeq14.1\ \text{bohr}\ (7.45\ \text{\AA}).
\end{equation}
A calculation in that box gives a naive error of 1.03\,\%. The excess of about 0.03\,\% is the correction of order $L^{-5}$ discussed in the last section; with it included, the error reaches 1\,\% at $L\simeq14.2$ bohr.

A very large box is not a free cure. Differentiating \eqref{eq:cm} gives
\begin{equation}
\frac{d\alpha}{d\epsilon}=\frac{3\Omega}{4\pi}\,\frac{(\epsilon+2)-(\epsilon-1)}{(\epsilon+2)^2}
=\frac{9\,\Omega}{4\pi(\epsilon+2)^2}\simeq\frac{\Omega}{4\pi},
\end{equation}
where the last step uses $\epsilon\simeq1$. At $L=30$ bohr, $\Omega/(4\pi)\simeq2149$ bohr$^3$. A numerical error of $10^{-4}$ in $\epsilon$ then shifts $\alpha$ by about $0.21$ bohr$^3$, or 3\,\% of its value. A moderate box with \eqref{eq:cm} makes smaller demands on the precision of $\epsilon$.

\section{The same correction in the response equations}

The argument with a classical dipole can be checked against the quantum response of the model. Let $\psi_0$ be the doubly occupied orbital and $\psi_k$ the empty ones, all real, with excitation energies $\Delta_k$. An electron has charge $-1$, so a field $E$ along $z$ adds the energy $+Ez$. Write the first-order orbital as $\sum_k c_k\psi_k$. The induced electron density is
\begin{equation}
\delta n=2\times2\,\psi_0\sum_l c_l\psi_l=4\sum_l c_l\,\psi_0\psi_l ,
\end{equation}
with one factor 2 from the two electrons and one from the square of the orbital. Define $d_k=\langle\psi_k|z|\psi_0\rangle$, and let $K_{kl}$ be the Coulomb interaction of the densities $\psi_0\psi_k$ and $\psi_0\psi_l$. First-order perturbation theory, $\Delta_kc_k=-\langle\psi_k|\delta v|\psi_0\rangle$, with $\delta v$ the sum of $Ez$ and the Hartree potential of $\delta n$, gives
\begin{equation}
\Delta_k c_k+4\sum_l K_{kl}c_l=-E\,d_k,\qquad p=-\int z\,\delta n\,d^3r=-4\sum_k d_kc_k .
\label{eq:resp}
\end{equation}
Let $\Delta$ also denote the diagonal matrix of the $\Delta_k$. For the isolated molecule, solving for $c$ yields
\begin{equation}
\alpha=4\,d^{T}(\Delta+4K)^{-1}d .
\end{equation}
In the periodic box the images add the field \eqref{eq:image}, hence the energy $+4\pi p\,z/(3\Omega)$ of an electron. Its matrix element is
\begin{equation}
\frac{4\pi p}{3\Omega}\,d_k=-4\,\frac{4\pi}{3\Omega}\,d_k\sum_l d_lc_l .
\end{equation}
This is the term $4\sum_l\delta K_{kl}c_l$ with $\delta K_{kl}=-4\pi d_kd_l/(3\Omega)$. Moved to the right-hand side of \eqref{eq:resp}, it replaces $E$ by $E+4\pi p/(3\Omega)$, and \eqref{eq:self} follows. At $L=30$ bohr the computed change of the leading element of $K$ agrees with this formula to within 0.5\,\% for both field directions.

\section{What the relation leaves out}

\paragraph{Variation of the image field.} Equation \eqref{eq:image} is the field at the centre. Near it, the potential of the image dipoles is odd in $\mathbf r$ and obeys Laplace's equation. After the linear term comes a cubic one of order $p\,r^3/L^5$, with the angular dependence of an octupole. In a non-spherical molecule this term can induce a dipole. Conversely, a uniform field can induce an octupole, whose images produce a field of order $L^{-5}$. Both effects change $\alpha$ by a relative amount of order $L^{-5}$. Between $L=20$ and $30$ bohr the remaining error along $z$ falls as $L^{-5.00}$.

A spherical molecule does not mix dipole and octupole in linear response, so both effects vanish. With all three frequencies equal to $0.5$ hartree, the remaining error at $L=12$ bohr is about $5\times10^{-5}$\,\%, against $0.057$\,\% above.

\paragraph{Permanent moments.} The derivation of \eqref{eq:image} holds for any dipole. A permanent dipole $\mu$ along the field axis would therefore feel an image field $4\pi\mu/(3\Omega)$ even at $E=0$. If the polarizability in a static field $F$ is $\alpha+\beta F$ to first order, it changes by $4\pi\beta\mu/(3\Omega)$. This is again of order $L^{-3}$, and equation \eqref{eq:cm} does not remove it. The model also keeps the ground-state potential the same in every box, so it leaves out any change of the ground state caused by the images.

\paragraph{Overlap.} If the orbitals of neighbouring cells overlap, the array is no longer a set of separate molecules, and \eqref{eq:self} loses its basis. The box must first be large enough to prevent this; for a molecule without a permanent dipole, equation \eqref{eq:cm} then removes the leading electrostatic error.

The numerical check obtains the isolated $\alpha$ and the periodic $\epsilon$ without using the Clausius--Mossotti relation.

\section*{Calculated quantities}
\begin{verbatim}
omega_x = omega_y, omega_z (hartree): 0.5 0.4
image field/(4 pi P), cubic cell: 0.333333
image field/(4 pi P), tetragonal c/a=1.5, along c: -0.0752
L = 12 bohr, z, small basis (up to 5 quanta), dipole/field (bohr^3):
  finite field 6.71023, linear response 6.71022
orbital overlap of neighbours along z, L = 12 bohr: 5.6e-07
isolated alpha_x: 4.81136 bohr^3 = 0.71297 angstrom^3
  without induced Hartree potential: 8.000 bohr^3
 x, L = 12 bohr: eps = 1.035395, naive = 4.86713, CM = 4.81037 bohr^3
   naive error 1.1591 %, (eps-1)/3 = 1.1798 %, 4 pi alpha/(3L^3) = 1.1663 %, CM error -0.02046 %
 x, L = 15 bohr: eps = 1.018021, naive = 4.83993, CM = 4.81104 bohr^3
   naive error 0.5940 %, (eps-1)/3 = 0.6007 %, 4 pi alpha/(3L^3) = 0.5971 %, CM error -0.00670 %
 x, L = 20 bohr: eps = 1.007577, naive = 4.82343, CM = 4.81128 bohr^3
   naive error 0.2510 %, (eps-1)/3 = 0.2526 %, 4 pi alpha/(3L^3) = 0.2519 %, CM error -0.00159 %
 x, L = 30 bohr: eps = 1.002241, naive = 4.81494, CM = 4.81135 bohr^3
   naive error 0.0745 %, (eps-1)/3 = 0.0747 %, 4 pi alpha/(3L^3) = 0.0746 %, CM error -0.00021 %
 x, L = 30 bohr: Coulomb-matrix change/predicted = 0.99752
isolated alpha_z: 6.60227 bohr^3 = 0.97835 angstrom^3
  without induced Hartree potential: 12.500 bohr^3
 z, L = 12 bohr: eps = 1.048822, naive = 6.71357, CM = 6.60606 bohr^3
   naive error 1.6858 %, (eps-1)/3 = 1.6274 %, 4 pi alpha/(3L^3) = 1.6004 %, CM error 0.05750 %
 z, L = 15 bohr: eps = 1.024790, naive = 6.65807, CM = 6.60350 bohr^3
   naive error 0.8453 %, (eps-1)/3 = 0.8263 %, 4 pi alpha/(3L^3) = 0.8194 %, CM error 0.01876 %
 z, L = 20 bohr: eps = 1.010407, naive = 6.62546, CM = 6.60256 bohr^3
   naive error 0.3514 %, (eps-1)/3 = 0.3469 %, 4 pi alpha/(3L^3) = 0.3457 %, CM error 0.00444 %
 z, L = 30 bohr: eps = 1.003076, naive = 6.60907, CM = 6.60230 bohr^3
   naive error 0.1031 %, (eps-1)/3 = 0.1025 %, 4 pi alpha/(3L^3) = 0.1024 %, CM error 0.00058 %
 z, L = 30 bohr: Coulomb-matrix change/predicted = 1.00495
power of L, z, 20 to 30 bohr: naive error -3.024, CM error -5.003
spherical molecule (omega = 0.5 hartree), L = 12 bohr: CM error 4.6e-05 %
predicted box for 1 % naive error, z: L = 14.083 bohr = 7.453 angstrom
  naive error computed in that box: 1.0263 %
\end{verbatim}
